**Equivalent time of a 1050 °C spike with linear ramps**

The program computes $t_{\rm eq}=\int\exp[-(E/k)(1/T-1/T_p)]\,dt$, where $E$ is the activation energy, $k$ the Boltzmann constant, $T$ the absolute temperature and $T_p$ its peak value. For $E=3.5$ eV, heating at 250 K/s and cooling at 80 K/s, the output gives 0.669 s, while the linearized estimate $(kT_p^2/E)(1/r_h+1/r_c)$, with heating rate $r_h$ and cooling rate $r_c$, gives 0.711 s and is 6.3 % too high. It asserts that direct quadrature agrees with the exponential-integral formula for four activation energies, and also for a short spike whose start temperature matters. It asserts the two bounds on the correction factor at five values of $E/(kT_p)$, the share of the cooling ramp, and the fall of $t_{\rm eq}$ with rising activation energy. It also asserts that the start cut-off and a 10 s hold at 600 °C are negligible. A numerical solution of the diffusion equation through the whole spike is required to match the isothermal profile after $t_{\rm eq}$, and to fit the linearized time at least five times worse. The output shows mismatches of 0.0033 % and 0.633 % of the profile maximum.

## Numerical verification

```python
"""
Equivalent time of a spike anneal with linear ramps and a sharp peak.

Result under test:
    t_eq = integral exp[-(E/k)(1/T(t) - 1/Tp)] dt
         = (1/r_h + 1/r_c) * Tp * exp(x) * E2(x),   x = E/(k Tp),
apart from a negligible cut-off at the start temperature T0.
The estimate (k Tp^2/E)(1/r_h + 1/r_c) is an upper bound.
E: activation energy (eV); k: Boltzmann constant (eV/K);
Tp: peak temperature (K); r_h, r_c: heating and cooling rates (K/s);
E2: exponential integral of order two.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import expn

k = constants.k / constants.e
peak_c, start_c = 1050.0, 600.0
Tp = peak_c + constants.zero_Celsius
T0 = start_c + constants.zero_Celsius
r_h, r_c = 250.0, 80.0
E = 3.5
heat_time = (Tp - T0) / r_h
cool_time = (Tp - T0) / r_c


def temperature(t):
    """Spike temperature in K; the peak is at t = 0."""
    return Tp + r_h * t if t < 0 else Tp - r_c * t


def relative_rate(t, energy):
    return np.exp(-(energy / k) * (1 / temperature(t) - 1 / Tp))


def time_by_quadrature(energy, t_first, t_last):
    """Equivalent time from the definition, split at the peak."""
    options = dict(epsabs=1e-13, epsrel=1e-11, limit=200)
    up = quad(relative_rate, t_first, 0, args=(energy,), **options)[0]
    down = quad(relative_rate, 0, t_last, args=(energy,), **options)[0]
    return up, down


def time_closed_form(energy, T_start=None):
    x_peak = energy / (k * Tp)
    J = Tp * np.exp(x_peak) * expn(2, x_peak)
    if T_start is not None:
        x_start = energy / (k * T_start)
        J -= T_start * np.exp(x_peak) * expn(2, x_start)
    return (1 / r_h + 1 / r_c) * J


x = E / (k * Tp)
delta_T = k * Tp**2 / E
inverse_rates = 1 / r_h + 1 / r_c
t_leading = delta_T * inverse_rates
t_lower = t_leading * (1 - 2 / x)
t_upper = t_leading * (1 - 2 / x + 6 / x**2)
t_up, t_down = time_by_quadrature(E, -heat_time, cool_time)
t_eq = t_up + t_down

# Definition against closed form, for several activation energies.
for energy in (1.5, 2.5, 3.5, 5.0):
    direct = sum(time_by_quadrature(energy, -heat_time, cool_time))
    assert abs(direct / time_closed_form(energy, T0) - 1) < 1e-8

# The start-temperature term, on a short spike where it is large.
short = sum(time_by_quadrature(E, -50 / r_h, 50 / r_c))
assert abs(short / time_closed_form(E, Tp - 50) - 1) < 1e-8
assert short < 0.9 * t_eq
cutoff_loss = time_closed_form(E) - t_eq
assert abs(cutoff_loss) < 1e-6 * t_eq

# Bounds on the correction factor, by direct quadrature.
for y in (5.0, 10.0, 20.0, x, 60.0):
    factor = quad(lambda v: np.exp(-v) / (1 + v / y)**2, 0, np.inf,
                  epsabs=1e-12, epsrel=1e-11)[0]
    assert 1 - 2 / y < factor < 1 - 2 / y + 6 / y**2
    assert factor < 1
assert t_lower < t_eq < t_upper < t_leading

# Share of each ramp, and dependence on activation energy.
cool_share = t_down / t_eq
assert abs(cool_share - (1 / r_c) / inverse_rates) < 1e-8
t_low_E = sum(time_by_quadrature(2.5, -heat_time, cool_time))
t_high_E = sum(time_by_quadrature(5.0, -heat_time, cool_time))
assert t_low_E > t_eq > t_high_E

# Budget gathered within delta_T of the peak.
near_peak = sum(time_by_quadrature(E, -delta_T / r_h, delta_T / r_c))
near_share = near_peak / t_eq
time_above_50 = 50 * inverse_rates

# A hold at the start temperature.
hold = 10.0
rate_start = np.exp(-(E / k) * (1 / T0 - 1 / Tp))
hold_equivalent = hold * rate_start
assert hold_equivalent < 1e-4 * t_eq

# Diffusion through the whole spike (Crank-Nicolson, lengths in nm).
D0_cm2 = 1.0
D_peak_cm2 = D0_cm2 * np.exp(-x)
D_peak = D_peak_cm2 * 1e14
sigma0 = 5.0
z = np.linspace(-40, 40, 401)
dz = z[1] - z[0]
profile = np.exp(-z**2 / (2 * sigma0**2)) / (sigma0 * np.sqrt(2 * np.pi))


def diffuse(c, t_first, t_last, steps):
    dt = (t_last - t_first) / steps
    for i in range(steps):
        D = D_peak * relative_rate(t_first + (i + 0.5) * dt, E)
        a = 0.5 * D * dt / dz**2
        right = c.copy()
        right[1:-1] += a * (c[2:] - 2 * c[1:-1] + c[:-2])
        bands = np.zeros((3, c.size))
        bands[0, 2:] = -a
        bands[1, :] = 1 + 2 * a
        bands[2, :-2] = -a
        bands[1, 0] = bands[1, -1] = 1
        c = solve_banded((1, 1), bands, right)
    return c


profile = diffuse(profile, -heat_time, 0.0, 400)
profile = diffuse(profile, 0.0, cool_time, 1200)


def isothermal_sigma(t):
    return np.sqrt(sigma0**2 + 2 * D_peak * t)


def mismatch(t):
    """Largest profile difference relative to the isothermal maximum."""
    s = isothermal_sigma(t)
    gauss = np.exp(-z**2 / (2 * s**2)) / (s * np.sqrt(2 * np.pi))
    return np.max(np.abs(profile - gauss)) / gauss.max()


error_exact = mismatch(t_eq)
error_leading = mismatch(t_leading)
sigma_numeric = np.sqrt(np.sum(z**2 * profile) / np.sum(profile))
# Spatial discretization error is of order (dz/sigma0)^2 times growth.
assert error_exact < 5e-4
assert error_leading > 5 * error_exact
assert abs(sigma_numeric - isothermal_sigma(t_eq)) < 1e-3
diffusion_length = np.sqrt(2 * D_peak * t_eq)

print(f"Peak temperature: {peak_c:.0f} C = {Tp:.2f} K")
print(f"Start and end temperature: {start_c:.0f} C = {T0:.2f} K")
print(f"Heating rate: {r_h:.0f} K/s")
print(f"Cooling rate: {r_c:.0f} K/s")
print(f"Activation energy E: {E:.1f} eV")
print(f"Boltzmann constant k: {k:.6e} eV/K")
print(f"k Tp: {k * Tp:.5f} eV")
print(f"x = E/(k Tp): {x:.3f} (no unit)")
print(f"Delta T = k Tp^2/E: {delta_T:.2f} K")
print(f"1/r_h + 1/r_c: {inverse_rates:.4f} s/K")
print(f"Leading estimate, heating: {delta_T / r_h:.4f} s")
print(f"Leading estimate, cooling: {delta_T / r_c:.4f} s")
print(f"Leading estimate, total: {t_leading:.4f} s")
print(f"Lower bound factor 1-2/x: {1 - 2 / x:.4f} (no unit)")
print(f"Upper bound factor: {1 - 2 / x + 6 / x**2:.4f} (no unit)")
print(f"Lower bound on equivalent time: {t_lower:.4f} s")
print(f"Upper bound on equivalent time: {t_upper:.4f} s")
print(f"Correction factor F: {t_eq / t_leading:.4f} (no unit)")
print(f"Accurate J: {t_eq / inverse_rates:.2f} K")
print(f"Accurate time, heating: {t_up:.4f} s")
print(f"Accurate time, cooling: {t_down:.4f} s")
print(f"Accurate equivalent time: {t_eq:.4f} s")
print(f"Closed form from zero temperature: {time_closed_form(E):.4f} s")
print(f"Loss from start cut-off: {cutoff_loss:.1e} s")
print(f"Leading estimate too high by: {100 * (t_leading / t_eq - 1):.1f} %")
print(f"Cooling share: {100 * cool_share:.1f} %")
print(f"Share within Delta T of peak: {100 * near_share:.1f} %")
print(f"Time above Tp - 50 K: {time_above_50:.3f} s")
print(f"Relative rate at 600 C: {rate_start:.2e} (no unit)")
print(f"Hold at 600 C: {hold:.0f} s")
print(f"Equivalent time of that hold: {hold_equivalent:.2e} s")
print(f"Equivalent time for 2.5 eV: {t_low_E:.4f} s")
print(f"Equivalent time for 5.0 eV: {t_high_E:.4f} s")
print(f"Chosen prefactor D0: {D0_cm2:.1f} cm^2/s")
print(f"D at peak: {D_peak_cm2:.3e} cm^2/s = {D_peak:.3f} nm^2/s")
print(f"Diffusion length sqrt(2 D t_eq): {diffusion_length:.3f} nm")
print(f"Initial standard deviation: {sigma0:.1f} nm")
print(f"Final deviation, full spike: {sigma_numeric:.4f} nm")
print(f"Final deviation, isothermal t_eq: {isothermal_sigma(t_eq):.4f} nm")
print(f"Final deviation, leading: {isothermal_sigma(t_leading):.4f} nm")
print(f"Profile mismatch, t_eq: {100 * error_exact:.4f} % of maximum")
print(f"Profile mismatch, leading: {100 * error_leading:.3f} % of maximum")
print("all good")
```

Output:

```
Peak temperature: 1050 C = 1323.15 K
Start and end temperature: 600 C = 873.15 K
Heating rate: 250 K/s
Cooling rate: 80 K/s
Activation energy E: 3.5 eV
Boltzmann constant k: 8.617333e-05 eV/K
k Tp: 0.11402 eV
x = E/(k Tp): 30.696 (no unit)
Delta T = k Tp^2/E: 43.10 K
1/r_h + 1/r_c: 0.0165 s/K
Leading estimate, heating: 0.1724 s
Leading estimate, cooling: 0.5388 s
Leading estimate, total: 0.7112 s
Lower bound factor 1-2/x: 0.9348 (no unit)
Upper bound factor: 0.9412 (no unit)
Lower bound on equivalent time: 0.6649 s
Upper bound on equivalent time: 0.6694 s
Correction factor F: 0.9405 (no unit)
Accurate J: 40.54 K
Accurate time, heating: 0.1622 s
Accurate time, cooling: 0.5067 s
Accurate equivalent time: 0.6689 s
Closed form from zero temperature: 0.6689 s
Loss from start cut-off: 4.0e-08 s
Leading estimate too high by: 6.3 %
Cooling share: 75.8 %
Share within Delta T of peak: 66.6 %
Time above Tp - 50 K: 0.825 s
Relative rate at 600 C: 1.35e-07 (no unit)
Hold at 600 C: 10 s
Equivalent time of that hold: 1.35e-06 s
Equivalent time for 2.5 eV: 0.9155 s
Equivalent time for 5.0 eV: 0.4766 s
Chosen prefactor D0: 1.0 cm^2/s
D at peak: 4.664e-14 cm^2/s = 4.664 nm^2/s
Diffusion length sqrt(2 D t_eq): 2.498 nm
Initial standard deviation: 5.0 nm
Final deviation, full spike: 5.5892 nm
Final deviation, isothermal t_eq: 5.5892 nm
Final deviation, leading: 5.6244 nm
Profile mismatch, t_eq: 0.0033 % of maximum
Profile mismatch, leading: 0.633 % of maximum
all good
```
